# Symmetric split-operator error and the oscillator's modified Hamiltonian

## Definitions and the result

Hartree atomic units are used, so $\hbar=1$ and $[x,p]=i$. A particle of mass $m$ moves in one dimension with

$$H=T+V,\qquad T=\frac{p^2}{2m},\qquad V=V(x),$$

where $V$ is smooth and independent of time. One symmetric split-operator step of length $\tau$ (written dt in the program) is

$$S(\tau)=e^{-iV\tau/2}\,e^{-iT\tau}\,e^{-iV\tau/2}.$$

It consists of half a potential kick, a free drift, and another half kick. On a grid the kicks are multiplications in $x$ and the drift is a multiplication in wave number.

The step differs from $e^{-i\tau H}$ because $T$ and $V$ do not commute. We ask which Hamiltonian it does follow. For the oscillator, $V=\tfrac12 m\omega^2x^2$, the answer through second order in $\tau$ is

$$\tilde H=\Big(1+\frac{\omega^2\tau^2}{6}\Big)T+\Big(1-\frac{\omega^2\tau^2}{12}\Big)V+O(\tau^4).\tag{1}$$

The first derivation finds the leading error for a general smooth $V$ as a pair of double commutators, and (1) is a special case. The second solves the oscillator step in closed form for $0<\omega\tau<2$, and (1) is its expansion.

## First derivation: expanding the product

Set $A=-i\tau V$ and $B=-i\tau T$, so that $S=e^{A/2}e^{B}e^{A/2}$. Write $S=e^{Z}$ with $Z=Z_1+Z_2+Z_3+\dots$, where $Z_k$ is of order $\tau^k$. This is a formal power series. Because $T$ is unbounded, it is read as an asymptotic expansion on states smooth and localized enough for the operator products below to be applied.

Reversing the sign of $\tau$ undoes the step:

$$S(-\tau)S(\tau)=e^{-A/2}e^{-B}e^{-A/2}\,e^{A/2}e^{B}e^{A/2}=1.$$

Hence $Z(-\tau)=-Z(\tau)$, and all even terms vanish. The first-order term is $Z_1=A+B$. Since $Z_2=0$, the third-order part of $e^Z$ is $Z_3+Z_1^3/6$, so

$$Z_3=S^{(3)}-\tfrac16(A+B)^3,$$

where $S^{(3)}$ is the third-order part of the product. The order of the factors must be kept:

- $AAB$ and $BAA$ each have coefficient $\tfrac12(\tfrac12)^2=\tfrac18$ in $S^{(3)}$, and $ABA$ has $\tfrac12\cdot\tfrac12=\tfrac14$. Subtracting $\tfrac16$ leaves $-\tfrac1{24}$, $-\tfrac1{24}$ and $\tfrac1{12}$.
- $ABB$ and $BBA$ each have $\tfrac12\cdot\tfrac12=\tfrac14$, and $BAB$ is absent. Subtracting $\tfrac16$ leaves $\tfrac1{12}$, $\tfrac1{12}$ and $-\tfrac16$.
- $AAA$ and $BBB$ have $\tfrac16$ and cancel.

Since $[A,[A,B]]=AAB-2ABA+BAA$ and $[B,[B,A]]=BBA-2BAB+ABB$,

$$Z_3=-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]].$$

Each double commutator carries $(-i\tau)^3=i\tau^3$. Writing $Z=-i\tau(H+\tau^2H_2+O(\tau^4))$ means $Z_3=-i\tau^3H_2$, which gives

$$H_2=\frac1{24}[V,[V,T]]-\frac1{12}[T,[T,V]].\tag{2}$$

### The commutators as functions of x and p

For any function $f(x)$, $[p,f]=-if'$. Therefore

$$[T,V]=\frac1{2m}\big(p[p,V]+[p,V]p\big)=-\frac{i}{2m}(pV'+V'p).$$

With $[V,p]=iV'$, the first double commutator is

$$[V,[V,T]]=\frac{i}{2m}[V,\,pV'+V'p]=\frac{i}{2m}\,(2iV'^2)=-\frac{V'^2}{m}.$$

For the second, apply the formula for $[T,V]$ again with $V'$ in place of $V$:

$$[T,[T,V]]=-\frac{i}{2m}\big(p[T,V']+[T,V']p\big)=-\frac1{4m^2}\big(p^2V''+2pV''p+V''p^2\big).$$

The identity $p^2V''+V''p^2-2pV''p=[p,[p,V'']]=-V''''$ turns this into

$$[T,[T,V]]=-\frac1{m^2}\Big(pV''p-\frac{V''''}4\Big).$$

Inserting both in (2),

$$H_2=-\frac{V'^2}{24m}+\frac1{12m^2}\Big(pV''p-\frac{V''''}{4}\Big).\tag{3}$$

The first term is the square of the force and does not involve the momentum. The second is the curvature of the potential weighted with the square of the momentum, together with the ordering correction $V''''$; it is large where a fast particle crosses a strongly curved region. For a uniform force, however strong, $V''=0$ and $H_2$ is a constant, which at this order changes only the overall phase.

### Size of the error

Expanding the exponential gives, for one step,

$$\big(S-e^{-i\tau H}\big)\psi=-i\tau^3H_2\psi+O(\tau^4).$$

For $N=t/\tau$ steps, with $U=e^{-i\tau H}$, the telescoping sum

$$S^N-U^N=\sum_{j=0}^{N-1}S^{N-1-j}(S-U)U^j$$

contains $N$ terms of order $\tau^3$. The unitary factors $S$ do not enlarge them, so the state error at fixed $t$ is at most of order $\tau^2$, provided the evolving state stays smooth enough.

The numerical check uses $m=2$, $V=0.5x^2+0.1x^4$ and the normalized state $\psi\propto e^{-(x-0.5)^2}$; the numbers below depend on this choice. It isolates the part of $S-U$ that is odd in $\tau$, which removes the $\tau^4$ term, and compares it with (3). The mismatch relative to the norm of $H_2\psi$ is $2.8\times10^{-3}$ at $\tau=0.02$ and $7.0\times10^{-4}$ at $\tau=0.01$. Without the $V''''$ term it would be 0.12 at the smaller step. The norm of the state error at $t=2$ falls from $3.36\times10^{-5}$ to $8.39\times10^{-6}$, a factor of four.

### The oscillator as a special case

For $V=\tfrac12m\omega^2x^2$ we have $V'=m\omega^2x$, $V''=m\omega^2$ and $V''''=0$. Equation (3) becomes

$$H_2=\frac{\omega^2p^2}{12m}-\frac{m\omega^4x^2}{24}=\frac{\omega^2}{6}T-\frac{\omega^2}{12}V,$$

and $H+\tau^2H_2$ is (1). A Hamiltonian $\alpha T+\beta V$ with positive $\alpha,\beta$ is an oscillator of frequency $\omega\sqrt{\alpha\beta}$. Here $\alpha\beta=1+\omega^2\tau^2/12$ to second order, so the frequency is raised by the fraction $\omega^2\tau^2/24$. Level $n$ rises by $(n+\tfrac12)\omega^3\tau^2/24$ at leading order.

## Second derivation: solving the oscillator step

Now no expansion in $\tau$ is made. Let $K=e^{-iV\tau/2}$ and $D=e^{-iT\tau}$, so $S=KDK$. For the quadratic potential,

$$K^\dagger pK=p+\frac{i\tau}2[V,p]=p-\frac{m\omega^2\tau}{2}x,\qquad D^\dagger xD=x+i\tau[T,x]=x+\frac{\tau}{m}p.$$

Further commutators vanish, because $[V,x]=0$ and $[T,p]=0$. Also $K^\dagger xK=x$ and $D^\dagger pD=p$. Define

$$a=\omega\tau,\qquad C=1-\frac{a^2}2,\qquad c^2=1-\frac{a^2}4.$$

Then $S^\dagger xS=K^\dagger(x+\tau p/m)K$, that is,

$$x'\equiv S^\dagger xS=Cx+\frac{\tau}{m}p.$$

For the momentum, the operator nearest to $p$ acts first:

$$S^\dagger pS=K^\dagger D^\dagger\Big(p-\frac{m\omega^2\tau}2x\Big)DK=K^\dagger\Big(Cp-\frac{m\omega^2\tau}2x\Big)K.$$

The last kick replaces $p$ by $p-m\omega^2\tau x/2$. The coefficient of $x$ becomes $-\tfrac12m\omega^2\tau(C+1)=-m\omega^2\tau c^2$, so

$$p'\equiv S^\dagger pS=Cp-m\omega^2\tau c^2x.$$

### A conserved quadratic form

Consider

$$G=T+c^2V=\frac{p^2}{2m}+\frac{m\omega^2c^2}{2}x^2.$$

In $S^\dagger GS$, obtained by replacing $x,p$ with $x',p'$, the coefficients of $p^2$ and $x^2$ are their old values times

$$C^2+a^2c^2=1-a^2+\frac{a^4}4+a^2-\frac{a^4}4=1.$$

The coefficient of $xp+px$ is $-\tfrac12C\omega^2\tau c^2$ from the kinetic term and $+\tfrac12C\omega^2\tau c^2$ from the potential term, which cancel. Hence $S^\dagger GS=G$ for every $\tau$. The condition $\omega\tau<2$ is not needed for conservation. It makes $c^2$ positive, so that $G$ is positive definite and bounds the motion: $\langle p^2\rangle\le2m\langle G\rangle$ and $\langle x^2\rangle\le2\langle G\rangle/(m\omega^2c^2)$.

Since $H=G+(1-c^2)V$,

$$\langle H\rangle=\langle G\rangle+\frac{m\omega^4\tau^2}{8}\langle x^2\rangle.\tag{4}$$

Below the limit, the ordinary energy therefore fluctuates within bounds and does not drift.

### The exact generator below the limit

Let $0<a<2$, take $c>0$, and define $\theta\in(0,\pi)$ by $\sin(\theta/2)=a/2$. Then $\cos(\theta/2)=c$, $C=\cos\theta$ and $ac=\sin\theta$. With $\kappa=m\omega c$ the map is a rotation:

$$x'=x\cos\theta+\frac p\kappa\sin\theta,\qquad p'=p\cos\theta-\kappa x\sin\theta.$$

The ladder operator $b=(\kappa x+ip)/\sqrt{2\kappa}$ satisfies $[b,b^\dagger]=1$. Its number operator is $N=b^\dagger b=(\kappa^2x^2+p^2-\kappa)/(2\kappa)$, so $G=\omega c\,(N+\tfrac12)$. Substituting the rotation gives

$$S^\dagger bS=e^{-i\theta}b,\qquad\text{hence}\qquad Sb^\dagger=e^{-i\theta}b^\dagger S.\tag{5}$$

This fixes $S$ up to an overall phase, which the ground state $\phi_0\propto e^{-\kappa x^2/2}$ supplies. The first half kick changes the width parameter from $\kappa$ to

$$\alpha=\kappa+\frac{im\omega^2\tau}2=m\omega\Big(c+\frac{ia}2\Big)=m\omega e^{i\theta/2}.$$

For the drift, insert $f(t)e^{-\beta(t)x^2/2}$ in $i\partial_t\psi=-\psi''/(2m)$. The terms in $x^2$ give $(1/\beta)'=i/m$, and the constant terms give $f'/f=-i\beta/(2m)$. With $\beta(0)=\alpha$ and $f(0)=1$,

$$\beta(t)=\frac{\alpha}{1+i\alpha t/m},\qquad f(t)=\Big(1+\frac{i\alpha t}m\Big)^{-1/2}.$$

At $t=\tau$ the bracket is

$$1+iae^{i\theta/2}=1+\big(e^{i\theta/2}-e^{-i\theta/2}\big)e^{i\theta/2}=e^{i\theta}.$$

For $0<t\le\tau$ its imaginary part, $t\,\mathrm{Re}\,\alpha/m$, is positive. The square root thus continues from 1 without changing branch, and $f(\tau)=e^{-i\theta/2}$. The width parameter is now $m\omega e^{-i\theta/2}=\kappa-im\omega^2\tau/2$, and the last half kick restores it to $\kappa$. Therefore $S\phi_0=e^{-i\theta/2}\phi_0$.

By (5), each application of $b^\dagger$ adds a factor $e^{-i\theta}$. The states $(b^\dagger)^n\phi_0$ are the Hermite functions, which are complete, so $S=e^{-i\theta(N+1/2)}$. With $\Omega=\theta/\tau$,

$$S=e^{-i\tau\tilde H},\qquad\tilde H=\Omega\Big(N+\frac12\Big)=\frac{\Omega}{\omega c}\,(T+c^2V),\qquad\Omega=\frac2\tau\arcsin\frac{\omega\tau}2.\tag{6}$$

The step fixes levels only up to multiples of $2\pi/\tau$. The choice in (6) is the one that joins $H$ continuously as $\tau\to0$.

To recover (1), use $\Omega/\omega=1+a^2/24+\dots$ and $1/c=1+a^2/8+\dots$. Their product, the coefficient of $T$, is $1+a^2/6$. Multiplying by $c^2=1-a^2/4$ gives the coefficient of $V$, $1-a^2/12$.

### At and above the limit

At $a=2$, $c=0$ and $G=T$. The map is $x'=-x+\tau p/m$, $p'=-p$, so after $n$ steps $x_n=(-1)^n(x-n\tau p/m)$. The undisplaced ground state of $H$ has $\langle x^2\rangle=1/(2m\omega)$, $\langle p^2\rangle=m\omega/2$ and $\langle xp+px\rangle=0$, which gives

$$\langle x^2\rangle_n=\frac{1+4n^2}{2m\omega}.$$

For $a>2$, $G$ is indefinite. The map has determinant 1 and trace $2C<-2$, so its eigenvalues are $-e^{\pm\mu}$ with $\cosh\mu=a^2/2-1$, and the spread eventually grows exponentially, because no state has zero variance along the growing direction (a suitably squeezed state can contract for a few steps first). A quadratic Hamiltonian would produce a map $e^{L}$ with $L$ real. The eigenvalues of $L$ would have real parts $\mu$ and $-\mu$ and nonzero imaginary parts, whereas a real $2\times2$ matrix has complex eigenvalues only in conjugate pairs. No quadratic $\tilde H$ therefore generates the step. The step is still unitary: the packet spreads, but its norm stays 1.

## A worked oscillator

Take $m=2$, $\omega=0.4$ hartree and $\tau=2$ atomic units (48.4 as). The limit is $2/\omega=5$ atomic units (121 as). Then $a=0.8$, $c^2=1-0.16=0.84$ and $\theta=2\arcsin0.4=0.82303$, so

$$\Omega=\frac{0.82303}{2}=0.41152\ \text{hartree}\quad(11.198\ \text{eV}).$$

The ground level moves up by $\tfrac12(\Omega-\omega)=0.00576$ hartree. The leading formula gives $\omega^3\tau^2/48=0.00533$ hartree, about 7% less.

Start from the ground state of $H$ displaced by 2 bohr. Its energy is $\tfrac12(2)(0.16)(4)+0.2=0.84$ hartree, and $\langle x^2\rangle=4+0.625=4.625$ bohr². The factor in (4) is $2(0.0256)(4)/8=0.0256$, so

$$\langle G\rangle=0.84-0.0256\times4.625=0.7216\ \text{hartree}.$$

Over 1000 steps $\langle G\rangle$ is constant to rounding error (about $2\times10^{-14}$ hartree on the 256-point grid used), while $\langle H\rangle$ moves between 0.7406 and 0.8400 hartree. This swing of 0.0994 hartree is 12% of the initial energy. Halving $\tau$ reduces it to 0.0254 hartree, a factor of 3.91. The ratio is not 4 because the smallest $\langle x^2\rangle$ reached also depends on $\tau$, through $\kappa$ in the rotation.

The truncated operator $H+\tau^2H_2$ swings by 0.0106 hartree at $\tau=2$ and 0.00068 hartree at $\tau=1$. Its swing is of order $\tau^4$: since $(1-a^2/12)-(1+a^2/6)c^2=a^4/24$, we have $H+\tau^2H_2=(1+a^2/6)\,G+(a^4/24)\,V$, and only the last term varies. Likewise $H=G+(a^2/4)V$, so the ratio of the swings, 15.6, is four times the ratio 3.91 found for $\langle H\rangle$.

Bounded energy error does not mean a bounded phase error. After 20 steps the phase is ahead by $20(0.82303-0.8)=0.46$ rad, and $\langle x\rangle$ is $-1.460$ bohr instead of $-1.915$ bohr.

With no displacement and $\omega\tau=2$, $\langle x^2\rangle$ grows from 0.625 to 40.6 bohr² in four steps, as the formula gives. At $\omega\tau=2.1$ it reaches 257 bohr². In both runs $\langle G\rangle$ stays constant.

## What each derivation assumes

The expansion assumes a smooth potential and states on which the commutators can act, but no special form of $V$. It gives the local error of anharmonic problems, including the $V''''$ term that the oscillator cannot reveal. It does not show that the series converges or that an exact conserved Hamiltonian exists. Stopped at second order, it does not locate the stability limit either: the truncated form (1) keeps both coefficients positive up to $\omega\tau=\sqrt{12}$, well beyond 2. For the oscillator the limit appears only in the full series, whose coefficient $\Omega/(\omega c)$ in (6) diverges as $\omega\tau\to2$.

The exact solution assumes a quadratic potential, because only then is the kick linear in $x$ and the whole step a linear map. In return it needs no small $\tau$, fixes the phase, and shows what is lost at $\omega\tau=2$. It does not carry that exact conservation law over to other potentials.

Both use $[x,p]=i$. A finite periodic grid represents this accurately for states that stay away from the box edges and from the largest grid wave number, also between the kicks. In the example this holds well: one grid step and $e^{-i\tau\tilde H}$ on the same grid give states whose difference has norm $2\times10^{-14}$.

## Numbers as computed

```
Random matrices: remainder ratio on halving dt = 16.049
Quartic test: m = 2, V = 0.5 x^2 + 0.1 x^4 (atomic units)
  norm of H2 psi = 0.10306 a.u.
  relative mismatch of H2 psi, dt=0.02: 2.77e-03
  relative mismatch of H2 psi, dt=0.01: 6.95e-04
  same at dt=0.01 without V'''' term: 0.121
  state error at t=2, dt=0.02: 3.355e-05
  state error at t=2, dt=0.01: 8.388e-06
Oscillator: m = 2.0, w = 0.40 hartree, x0 = 2.0 bohr
  dt = 2.00 a.u. = 48.38 as, w dt = 0.80
  limit dt = 2/w = 5.00 a.u. = 120.94 as
  c^2 = 0.8400, theta = 0.823034 rad
  Omega = 0.411517 hartree = 11.1979 eV
  prefactor Omega/(w c) = 1.122504
  lowest grid levels of Hmod (hartree): 0.205758, 0.617275, 1.028792
  ground-level shift, exact: 0.005758 hartree
  ground-level shift, leading: 0.005333 hartree
  one step vs exp(-i dt Hmod), state mismatch: 2.0e-14
  1000 steps at dt = 2.0 a.u.:
    <G> = 0.721600 hartree, spread 2.3e-14 hartree
    <H> start 0.840000, min 0.740648, max 0.840000 hartree
    swing of <H> = 0.099352 hartree
    swing of <H + dt^2 H2> = 0.010598 hartree
    <H> after steps 1, 2, 3, 4 (hartree): 0.786588, 0.741209, 0.801446, 0.837765
    <x> after 20 steps: -1.45968 bohr
    true <x> at that time: -1.91532 bohr
  1000 steps at dt = 1.0 a.u.:
    <G> = 0.810400 hartree, spread 2.9e-14 hartree
    <H> start 0.840000, min 0.814567, max 0.840000 hartree
    swing of <H> = 0.025433 hartree
    swing of <H + dt^2 H2> = 0.000678 hartree
  swing ratios dt=2 to dt=1: <H> 3.91, <H + dt^2 H2> 15.63
w dt = 2.00, x0 = 0: <x^2> at steps 0-4 (bohr^2): 0.625, 3.125, 10.625, 23.125, 40.625
  <G> = 0.100000 hartree, spread 9.2e-16 hartree
w dt = 2.10, x0 = 0: <x^2> at steps 0-4 (bohr^2): 0.625, 3.664, 18.274, 70.875, 256.571
  <G> = 0.089750 hartree, spread 4.0e-15 hartree
Growth factor of the amplitude per step at w dt = 2.10: 1.8773
```
